# Composition and relaxation of SiGe on Si(001) from a 224 map

## Question

A Si$_{1-x}$Ge$_x$ layer of uniform composition lies on Si(001). A reciprocal-space map is recorded around the 224 reflection at grazing incidence, with wavelength $\lambda=1.5406$ Å. The angle $\omega$ is measured between the incident beam and the surface, and $2\theta$ between the incident and diffracted beams. The peaks lie at

- substrate: $2\theta=88.029^\circ$, $\omega=8.750^\circ$;
- layer: $2\theta=86.980^\circ$, $\omega=7.979^\circ$.

Take the layer to be tetragonal, with two equal in-plane axes $a_\parallel$ and a normal axis $a_\perp$, and not tilted against the substrate until part (e). Use $a_{\rm Si}=5.4310$ Å and the rough typical values $a_{\rm Ge}=5.658$ Å, $C_{11}=165.8$ and $C_{12}=63.9$ GPa for Si, $C_{11}=128.5$ and $C_{12}=48.3$ GPa for Ge. Interpolate the elastic constants linearly in $x$.

## (a) From angles to lattice parameters

**Express the scattering vector through $\theta$ and $\omega$, and find $a_\parallel$ and $a_\perp$.**

Let $k=2\pi/\lambda$, let $x$ in this part's subscripts denote the in-plane direction of the beam, a $\langle110\rangle$ direction, and let $z$ be the outward normal. The incident beam travels downwards at angle $\omega$ and the diffracted beam leaves upwards at angle $2\theta-\omega$:

$$\mathbf k_{\rm in}=k(\cos\omega,\,-\sin\omega),\qquad \mathbf k_{\rm out}=k(\cos(2\theta-\omega),\,\sin(2\theta-\omega)).$$

Subtracting, and turning the difference of cosines and the sum of sines into products,

$$Q_x=k[\cos(2\theta-\omega)-\cos\omega]=-\frac{4\pi}{\lambda}\sin\theta\,\sin(\theta-\omega),$$

$$Q_z=k[\sin(2\theta-\omega)+\sin\omega]=\frac{4\pi}{\lambda}\sin\theta\,\cos(\theta-\omega).$$

The minus sign says that the in-plane part of $\mathbf Q$ points against the beam. Only its size is needed here.

The 224 reciprocal-lattice vector is $2\pi(2/a_\parallel,\,2/a_\parallel,\,4/a_\perp)$ along the cubic axes. Its in-plane length is $2\pi\sqrt{2^2+2^2}/a_\parallel$, so

$$a_\parallel=\frac{2\pi\sqrt8}{|Q_x|},\qquad a_\perp=\frac{8\pi}{Q_z}.$$

For the layer $\theta=43.490^\circ$ and $\theta-\omega=35.511^\circ$. These give $|Q_x|=3.2608$ Å$^{-1}$ and $Q_z=4.5696$ Å$^{-1}$, hence

$$a_\parallel=\frac{17.772}{3.2608}=5.45\ \text{Å},\qquad a_\perp=\frac{25.133}{4.5696}=5.50\ \text{Å}.$$

The substrate peak gives $|Q_x|=3.2722$ and $Q_z=4.6276$ Å$^{-1}$. Both components return 5.431 Å, as they must for unstrained cubic silicon.

## (b) The lattice parameter without stress

**The top surface is free. Find the lattice parameter $a_0$ that the same alloy would have without stress.**

Strains are measured from the alloy's own unstrained state, not from silicon:

$$e_\parallel=\frac{a_\parallel-a_0}{a_0},\qquad e_\perp=\frac{a_\perp-a_0}{a_0}.$$

In linear elasticity the energy density of a cubic crystal with these strains along its axes is

$$u=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).$$

Shears would add only positive squares, so they vanish at the minimum. The substrate and the dislocations at the interface fix $e_\parallel$, while the free surface lets $e_\perp$ adjust. Therefore

$$\frac{\partial u}{\partial e_\perp}=C_{11}e_\perp+2C_{12}e_\parallel=0
\quad\Rightarrow\quad e_\perp=-D\,e_\parallel,\qquad D=\frac{2C_{12}}{C_{11}}.$$

This derivative is the normal stress, so the condition states that nothing pushes on the surface. Inserting the strains and multiplying by $a_0$,

$$a_\perp-a_0=-D(a_\parallel-a_0)\quad\Rightarrow\quad a_0=\frac{a_\perp+D\,a_\parallel}{1+D}.$$

Thus $a_0$ is a weighted mean of the two measured parameters. Because $D<1$ here, $a_\perp$ carries the larger weight.

## (c) Composition and relaxation

**Use Vegard's linear law to find $x$. Find also the degree of relaxation $R=(a_\parallel-a_{\rm Si})/(a_0-a_{\rm Si})$.**

Vegard's law, $a_0=a_{\rm Si}+(a_{\rm Ge}-a_{\rm Si})x$, gives

$$x=\frac{a_0-a_{\rm Si}}{a_{\rm Ge}-a_{\rm Si}}.$$

Since $D$ depends on the unknown $x$, begin with silicon's value, $D=2(63.9)/165.8=0.7708$:

$$a_0=\frac{5.50+0.7708\times5.45}{1.7708}=5.4782\ \text{Å},\qquad x=\frac{0.0472}{0.2270}\approx0.208.$$

At this composition $C_{11}=158.0$ and $C_{12}=60.7$ GPa, so $D=0.7676$. The second pass gives

$$a_0=\frac{5.50+0.7676\times5.45}{1.7676}=5.4783\ \text{Å}\;(0.54783\ \text{nm}),\qquad x=\frac{0.0473}{0.2270}\approx0.21.$$

The repetition has converged: $D$ differs little between Si (0.7708) and Ge (0.7518). The relaxation is

$$R=\frac{5.4500-5.4310}{5.4783-5.4310}=\frac{0.0190}{0.0473}\approx0.40.$$

The layer therefore contains about 21 percent germanium and is about 40 percent relaxed. It is still compressed in the plane, $e_\parallel=-0.52$ percent, and stretched along the normal, $e_\perp=+0.40$ percent.

## (d) Limits, and a wrong reading

**Where would the layer peak lie for $R=0$ and for $R=1$? What composition follows if $a_\perp$ is taken for the cubic lattice parameter?**

For $R=0$ the layer is pseudomorphic, $a_\parallel=a_{\rm Si}$, and its peak has the same $|Q_x|$ as the substrate peak. For $R=1$ it is cubic, $a_\parallel=a_\perp=a_0$, and

$$\frac{Q_z}{|Q_x|}=\frac{8\pi}{2\pi\sqrt8}=\sqrt2=1.414.$$

This ratio is independent of $a_0$, so the peak lies on the line from the origin through the substrate peak. The measured ratio is $4.5696/3.2608=1.401$, and $|Q_x|$ is below the substrate's: the layer is in neither limit.

For the wrong reading, solve the result of (b) for $a_\perp$ and insert $a_\parallel=a_{\rm Si}+R(a_0-a_{\rm Si})$:

$$a_\perp-a_{\rm Si}=(1+D)(a_0-a_{\rm Si})-D(a_\parallel-a_{\rm Si})=[1+D(1-R)]\,(a_0-a_{\rm Si}).$$

With Vegard's law the apparent composition is thus $[1+D(1-R)]\,x$. The bracket is $1+0.7676\times0.60=1.46$, which turns 20.8 percent into 30.4 percent. The excess is the elastic stretch along the normal. Between $R=0$ and $R=1$ it falls from $Dx$, for a pseudomorphic layer, to zero.

## (e) How far can the result be trusted?

**Examine (i) the bowing of the alloy lattice parameter, $a_0=a_{\rm Si}+(a_{\rm Ge}-a_{\rm Si})x-b\,x(1-x)$ with the rough typical value $b=0.027$ Å; (ii) rounding of $a_\parallel$ and $a_\perp$ to two decimals; (iii) a layer tilt of $0.020^\circ$ in the diffraction plane.**

**(i) Bowing.** Collecting powers of $x$,

$$0.0473=(0.2270-0.027)x+0.027x^2\quad\Rightarrow\quad x=\frac{0.0473}{0.2000+0.027x}.$$

Starting from $x=0.208$, repeated substitution gives 0.230 and then 0.229. The alloy's lattice parameter lies below the straight line, so more germanium is needed to reach the same $a_0$. The figure of 21 percent thus belongs to the linear law; with bowing it becomes about 23 percent. $R$ stays at 0.40, because it contains lattice parameters alone and feels the composition only through the small change of $D$.

**(ii) Rounding.** Each parameter may be wrong by up to 0.005 Å. If both are too small by this amount, $a_0$ is too small by 0.005 Å and $x$ by $0.005/0.2270$, or 2.2 percentage points. The range under the linear law is 18.6 to 23.0 percent. For $R$, write $u=a_\parallel-a_{\rm Si}$ and $v=a_\perp-a_{\rm Si}$. From (b), $a_0-a_{\rm Si}=(v+Du)/(1+D)$, so

$$R=\frac{(1+D)u}{v+Du}=\frac{1+D}{v/u+D}.$$

At fixed $D$ and for positive $u$ and $v$, this grows with $u$ and falls with $v$. The extremes therefore occur when the two errors have opposite signs, and $R$ ranges from 29 to 51 percent. The relaxation is the less certain result because its numerator is a difference of only 0.019 Å. Two-decimal data support "roughly 40 percent" and no more. The angles in the question are finer than this: rounding of the two layer angles in their last digit moves $R$ by only about 0.2 percentage points (about 0.5 if the layer is referred to the substrate peak, so that four rounded angles enter), so the lattice parameters should be carried unrounded whenever the angles are available.

**(iii) Tilt.** Rotating the layer by a small angle $\tau$ towards larger $|Q_x|$ changes the components, to first order, by $\delta|Q_x|=\tau Q_z$ and $\delta Q_z=-\tau|Q_x|$. Since each lattice parameter is inversely proportional to its component,

$$\frac{\delta a_\parallel}{a_\parallel}=-\tau\frac{Q_z}{|Q_x|},\qquad \frac{\delta a_\perp}{a_\perp}=+\tau\frac{|Q_x|}{Q_z}.$$

With $\tau=3.49\times10^{-4}$ rad, $a_\parallel$ falls by 0.0027 Å and $a_\perp$ rises by 0.0014 Å. In $a_0$ the two changes partly cancel, and $x$ moves only from 20.8 to 20.7 percent. The numerator of $R$ has no such cancellation, and $R$ drops from 40 to 35 percent. The opposite reflection, $\bar2\bar24$, is shifted the other way and gives 45 percent.

A single asymmetric reflection cannot tell this rotation from a change of strain. A symmetric reflection such as 004 can, because its scattering vector lies along the layer normal and so shows the tilt directly. Another cure is to measure both asymmetric reflections and average their $|Q_x|$ and their $Q_z$. The rotated in-plane components are $|Q_x|\cos\tau+Q_z\sin\tau$ and $-|Q_x|\cos\tau+Q_z\sin\tau$. The mean of their magnitudes is $|Q_x|\cos\tau$, and the mean normal component is likewise $Q_z\cos\tau$. The remaining relative error is about $\tau^2/2$, and the averaged pair returns 20.8 and 40 percent.

## (f) The model and a real layer

**Which other neglected effects matter for a layer grown at a temperature 580 K above that of the measurement?**

*Thermal mismatch.* Take constant, rough expansion coefficients of $2.6\times10^{-6}$ K$^{-1}$ for Si and $5.9\times10^{-6}$ K$^{-1}$ for Ge, interpolated to $3.3\times10^{-6}$ K$^{-1}$ for the alloy. Suppose that no dislocations move during cooling, so that $a_\parallel/a_{\rm Si}$ stays fixed. When hot, the free alloy was larger relative to silicon by a further fraction $(3.3-2.6)\times10^{-6}\times580\approx4\times10^{-4}$, or 0.002 Å. The misfit in the denominator of $R$ was then about 0.0495 Å instead of 0.0473 Å, and $R$ at growth was about 38 percent. The measured 40 percent describes the cooled layer.

*Refraction.* The refractive index for X-rays is $1-\delta$, with $\delta=r_e\lambda^2n_e/2\pi$, where $r_e$ is the classical electron radius and $n_e$ the electron density; absorption is neglected. The surface conserves the in-plane wavevector. For a beam at angle $\alpha$ to the surface the normal component inside is therefore, to first order in $\delta$ under the root, $k\sqrt{\sin^2\alpha-2\delta}$. The value of $Q_z$ inside the crystal is thus smaller than the one computed from the external angles. Correcting for this raises the inferred $a_\perp$ by 0.0004 Å, which adds 0.09 percentage points to $x$. The same correction raises the value inferred for silicon by 0.0003 Å, so referring the layer to the substrate removes most of the effect.

*Finite strain.* Replacing $a/a_0-1$ by $\tfrac12[(a/a_0)^2-1]$ in the condition of zero normal stress changes $x$ by 0.02 percentage points. This estimate is incomplete: it leaves out the third-order elastic constants, whose contribution to the normal stress is also quadratic in the strains.

Rounding of the lattice parameters aside, the linear law moves the composition most among the effects estimated here, by 2 percentage points, and a tilt of $0.020^\circ$ moves the relaxation most, by 5 points. A real layer may also relax unequally along the two in-plane $\langle110\rangle$ directions. The sum of the in-plane normal strains does not depend on the choice of axes, so the surface condition becomes $C_{11}e_\perp+C_{12}(e_1+e_2)=0$. The formula for $a_0$ then holds with $a_\parallel$ replaced by the mean of the two in-plane parameters, and a second map, with the sample turned by $90^\circ$, is needed. The numerical output gives the main results.

## Values computed for the example and the checks

```
Input a_par, a_perp: 5.45, 5.50 angstrom
a_Si, a_Ge: 5.4310, 5.6580 angstrom
Si C11, C12, C44: [165.8  63.9  79.6] GPa
Ge C11, C12, C44: [128.5  48.3  66.8] GPa
Wavelength: 1.5406 angstrom
layer 224 |Qx|, Qz: 3.2608, 4.5696 1/angstrom
layer 224 two-theta, omega: 86.980, 7.979 degree
Si 224 |Qx|, Qz: 3.2722, 4.6276 1/angstrom
Si 224 two-theta, omega: 88.029, 8.750 degree
Atom-sum peak a_par, a_perp: 5.45000, 5.50000 angstrom
D for Si, Ge: 0.7708, 0.7518
Minimized normal/in-plane strain, Si: -0.7708
First pass a0: 5.4782 angstrom
First pass x, R: 20.80, 40.20 percent
Second pass x: 20.82 percent
Converged D: 0.7676
Converged a0: 5.4783 angstrom = 0.54783 nm
Converged x (Vegard): 20.82 percent
Converged R (Vegard): 40.15 percent
In-plane strain: -0.516 percent
Normal strain: 0.396 percent
Bowing parameter b: 0.027 angstrom
With bowing x, R: 22.93, 40.15 percent
Mistaken x from a_perp alone: 30.4 percent
Rounding half-width of inputs: 0.005 angstrom
Rounding range of x: 18.6 to 23.0 percent
Rounding range of R: 29.2 to 51.4 percent
Layer tilt tried: 0.020 degree
Tilted 224 x, R: 20.66, 34.80 percent
Tilted -2-24 x, R: 20.99, 45.43 percent
Averaged pair x, R: 20.82, 40.15 percent
Refraction shift of layer a_perp: 0.000374 angstrom
Refraction shift of Si a_perp: 0.000270 angstrom
x change by uncorrected refraction: 0.093 points
x change by finite-strain geometry: 0.0247 points
Expansion Si, Ge: 2.6e-06, 5.9e-06 1/K
Growth minus room temperature: 580 K
R at growth temperature: 38.38 percent
```
